# Complete search for threshold modes of a distributed-feedback laser

## Two mirrors and no grating

A cavity of length \(L\) holds two counter-propagating waves with amplitudes \(A\) (towards \(+z\)) and \(B\) (towards \(-z\)). With time factor \(e^{-i\omega t}\), let the wavenumber be \(\beta_0+q\), where

\[
q=\delta-ig .
\]

Here \(\delta\) is the detuning from a reference \(\beta_0\) and \(g\) the net amplitude gain, so power grows as \(e^{2gz}\). Without a grating, \(A'=iqA\) and \(B'=-iqB\). The left mirror imposes \(A(0)=\rho_1B(0)\), the right one \(B(L)=\rho_2A(L)\), with propagation phases absorbed in \(\rho_2\). Starting from \(B(0)=1\), the mismatch at the right end is

\[
F(q)=B(L)-\rho_2A(L)=e^{-iqL}-R\,e^{iqL},\qquad R=\rho_1\rho_2 .
\]

A threshold mode is a zero of \(F\). Then \(e^{2iqL}=e^{2i\delta L+2gL}=1/R\), so all modes have \(gL=\tfrac12\ln(1/|R|)\) and are spaced by \(\pi\) in \(\delta L\).

The zeros can also be counted without solving for them. Take a rectangle of width \(N\pi/L\) in \(\delta\), with one horizontal edge below the threshold gain and one above it, and go round it counterclockwise in the \(q\) plane. Since \({\rm Im}\,q=-g\), the high-gain edge is the lower one.

- On the high-gain edge, \(F=-Re^{iqL}(1-e^{-2iqL}/R)\). The bracket stays in a disc about 1 that excludes 0, and it ends at its starting value. The phase therefore rises by \(N\pi\) from left to right.
- On the low-gain edge, \(F=e^{-iqL}(1-Re^{2iqL})\). By the same argument the phase rises by \(N\pi\) from right to left.
- The vertical edges cancel, because \(F(q+N\pi/L)=(-1)^NF(q)\) and they are traversed in opposite directions.

The total is \(2\pi N\): one turn of \(F\) per mode. If the edge is sampled in \(n\) intervals and each phase increment is taken between \(-\pi\) and \(\pi\), the computed count cannot exceed \(n/2\) in magnitude. Fewer than \(2N\) intervals must therefore fail, and more may still fail. A proof of completeness needs control of the phase between samples.

## The grating

Let the index be \(n+n_1\cos 2\beta_0z\) with \(n_1\ll n\). To first order in \(n_1\), with \(k_0=2\pi/\lambda\) and \(\beta_0\approx k_0n\),

\[
E''+\left[(\beta_0+q)^2+4\beta_0\kappa\cos2\beta_0z\right]E=0,\qquad
\kappa=\frac{k_0n_1}{2}=\frac{\pi n_1}{\lambda}.
\]

Insert \(E=Ae^{i\beta_0z}+Be^{-i\beta_0z}\). For \(|q|,\kappa\ll\beta_0\), drop \(A''\), \(B''\), \(q^2\) and the terms in \(e^{\pm3i\beta_0z}\). The cosine turns \(Be^{-i\beta_0z}\) into \(\tfrac12Be^{i\beta_0z}\), so the terms in \(e^{i\beta_0z}\) give

\[
2i\beta_0A'+2\beta_0qA+2\beta_0\kappa B=0 .
\]

The terms in \(e^{-i\beta_0z}\) give \(-2i\beta_0B'+2\beta_0qB+2\beta_0\kappa A=0\). Dividing out, and allowing two different couplings for later use,

\[
A'=iqA+i\kappa_aB,\qquad B'=-iqB-i\kappa_bA .
\]

An index grating has \(\kappa_b=\kappa_a^*\); above, both equal the real \(\kappa\). For \(v=(A,B)^T\) this reads \(v'=iNv\), with

\[
N=\begin{pmatrix}q&\kappa_a\\-\kappa_b&-q\end{pmatrix},\qquad
N^2=(q^2-\kappa_a\kappa_b)I\equiv\Gamma^2I .
\]

Even powers of \(N\) are multiples of \(I\), odd powers multiples of \(N\). Summing the exponential series over a section of length \(l\) gives

\[
M=e^{iNl}=C\,I+iS\,N,\qquad C=\cos\Gamma l,\quad S=\frac{\sin\Gamma l}{\Gamma}.
\]

Both \(C\) and \(S\) are power series in \(\Gamma^2\), so the square root leaves no branch point and \(M\) is entire in \(q\). A quarter-wave spacer between sections multiplies \(A\) by \(i\) and \(B\) by \(-i\). Starting from \((\rho_1,1)^T\) and multiplying through the cavity, \(F=B(L)-\rho_2A(L)\) is again entire.

This requires \(\delta\) and \(g\) to enter only through \(q\), and the couplings and reflectivities to be fixed. A coupling that varies with \(g=-{\rm Im}\,q\) alone is not analytic in \(q\), and the count below would lose its basis.

Newton's method needs \(F'\). From \(d\Gamma/dq=q/\Gamma\),

\[
C'=-lqS,\qquad S'=\frac{q(lC-S)}{\Gamma^2},\qquad
M'=C'I+i(S'N+S\sigma),
\]

with \(\sigma={\rm diag}(1,-1)\). The product rule joins the sections. Near \(\Gamma=0\) the numerator of \(S'\) cancels, and its series is used instead, with leading term \(S'\approx-ql^3/3\).

## Where the lower edge may lie

For an index grating the coupling terms cancel in the power difference:

\[
\frac{d}{dz}\left(|A|^2-|B|^2\right)=2g\left(|A|^2+|B|^2\right).
\]

Integrating and using the end conditions,

\[
2g\int_0^L(|A|^2+|B|^2)\,dz=(1-|\rho_2|^2)|A(L)|^2+(1-|\rho_1|^2)|B(0)|^2 .
\]

With both reflectivities below one in magnitude the right side is positive, so every threshold mode has \(g>0\). The line \(g=0\) carries no zero and can serve as an edge.

## A count with a proof

Near a zero \(q_j\) of multiplicity \(m_j\), \(F'/F=m_j/(q-q_j)\) plus an analytic part. The residue theorem therefore gives

\[
\frac1{2\pi i}\oint\frac{F'}F\,dq=\sum_jm_j,\qquad
\frac1{2\pi i}\oint q\frac{F'}F\,dq=\sum_jm_jq_j ,
\]

provided no zero lies on the contour. The first integral is the number of turns of \(F\) about 0.

To control the phase between samples we bound \(F''\). From \(v'=iNv\),

\[
\frac{d|v|^2}{dz}=2v^\dagger Hv,\qquad
H=\begin{pmatrix}g&h\\h^*&-g\end{pmatrix},\qquad h=\frac{i(\kappa_a+\kappa_b^*)}2 .
\]

The eigenvalues of \(H\) are \(\pm s\) with \(s=\sqrt{g^2+|h|^2}\), so \(|v|\) grows at most as \(\exp\int s\,dz\). The spacer preserves \(|v|\). Replacing \(q\) by \(q+\varepsilon\) adds \(i\varepsilon\sigma\) to \(iN\). Applying variation of constants twice, the term in \(\varepsilon^2\), which is \(M''/2\) for the whole cavity, is

\[
\int_0^L\!dz_1\int_0^{z_1}\!dz_2\;M(L,z_1)\,i\sigma\,M(z_1,z_2)\,i\sigma\,M(z_2,0).
\]

Its norm is at most \(\tfrac12L^2\exp\int s\,dz\). Since \(F=(-\rho_2,1)\,M\,(\rho_1,1)^T\),

\[
|F''|\le D=L^2\sqrt{(1+|\rho_1|^2)(1+|\rho_2|^2)}\;\exp\int_0^Ls\,dz ,
\]

where \(s\) is evaluated at the largest \(|g|\) in the set considered.

On a contour segment of length \(h_s\) starting at \(q_k\), Taylor's formula keeps \(F\) within \(|F'(q_k)|h_s+\tfrac12Dh_s^2\) of \(F(q_k)\). If this is less than \(|F(q_k)|\), the image lies in a disc that excludes 0, and the principal phase increment is the true one. Segments that fail are halved. A loose \(D\) costs points but cannot spoil the count.

## Locating the modes

The outer rectangle is cut in two and each part is counted; the two counts must add up to the parent's. A cut that meets a zero is moved. Empty boxes are dropped. In a box with one zero, Newton's iteration \(q\to q-F/F'\) starts at the centre. Its result is accepted if it lies in the box; otherwise the box is cut again.

For the error, let \(e=q-q_*\) at a simple zero \(q_*\). From \(0=F(q_*)=F(q)-F'(q)e+\tfrac12F''e^2+\dots\), division by \(F'\) gives

\[
e_{\rm new}=e-\frac{F}{F'}=\frac{F''}{2F'}\,e^2+O(e^3).
\]

A small last step is not yet a proof. Let \(q_0\) be the computed root and compare \(F\) with \(F'(q_0)(q-q_0)\) on the circle \(|q-q_0|=r\). They differ by at most \(|F(q_0)|+\tfrac12Dr^2\). By Rouché's theorem, if

\[
|F'(q_0)|\,r>|F(q_0)|+\tfrac12Dr^2 ,
\]

\(F\) has the same number of zeros in the disc as the linear function, which is one. When the number of such disjoint discs inside the rectangle equals its winding number, no zero is missing. The inequalities are evaluated in double precision, so the proof is subject to rounding; interval arithmetic would remove that reservation.

## When two modes merge

A small box may keep a count of two. An explicit case is a single section with \(\rho_1=\rho_2=0\) and pure gain coupling, \(\kappa_a=\kappa_b=i\kappa_g\). Set \(L=1\). Then \(\Gamma^2=q^2+\kappa_g^2\), and \(F=C-iqS=0\) gives

\[
q=-i\Gamma\cot\Gamma,\qquad \kappa_g^2=\Gamma^2-q^2=\frac{\Gamma^2}{\sin^2\Gamma}.
\]

Along this curve of zeros, \(F_q\,dq/d\Gamma+F_{\kappa_g^2}\,d\kappa_g^2/d\Gamma=0\). The last derivative is \(2\Gamma(\sin\Gamma-\Gamma\cos\Gamma)/\sin^3\Gamma\), which vanishes when \(\tan\Gamma=\Gamma\). There \(\cot\Gamma=1/\Gamma\) and \(1/\sin^2\Gamma=1+1/\Gamma^2\), so

\[
\frac{dq}{d\Gamma}=-i\left(\cot\Gamma-\frac{\Gamma}{\sin^2\Gamma}\right)=i\Gamma\ne0 .
\]

Hence \(F_q=0\), a multiple zero, at \(q=-i\) with \(\kappa_g=\sqrt{1+\Gamma^2}\). For the root \(\Gamma\approx4.493\) this is \(\kappa_gL=4.603\). The search returned a cluster of multiplicity two whose centroid, from the second contour integral, agreed with \(qL=-i\) within the test limit of \(10^{-6}\).

Near a double zero \(F\approx\tfrac12F''e^2\). Newton's step then only halves the error, and an error \(\eta\) in \(F\) moves the zeros by about \(\sqrt{2|\eta/F''|}\). The centroid avoids dividing by a vanishing \(F'\). A numerical count of two cannot distinguish a double zero from two very close ones.

## An erbium waveguide laser

The example is a quarter-wave-shifted laser in an erbium-doped aluminium-oxide waveguide, with \(L=2\) cm, \(\kappa=2\) cm\(^{-1}\) and Bragg wavelength 1550 nm. The effective index is 1.6 and the group index \(n_g=1.7\). The left end is a cleaved facet with \(|\rho_1|=(1.6-1)/(1.6+1)=0.231\), a plane-wave estimate, and a chosen phase of 60°. The right end is reflectionless.

In the region \(|\delta L|<25\), \(0<gL<3\), the certified winding number is 15, from 1175 contour points. The search used 37 winding evaluations and found 15 simple zeros. Their discs of radius \(10^{-9}\) in \(qL\) all satisfy Rouché's inequality, and the closest pair is 1.63 apart. The modes of lowest threshold are:

| \(\delta L\) | \(gL\) | wavelength shift (pm) |
|---:|---:|---:|
| 0.012 | 0.125 | −0.14 |
| 6.466 | 0.620 | −72.7 |
| −6.297 | 0.731 | 70.8 |

The shift follows from \(\Delta\lambda=-\lambda^2\delta/(2\pi n_g)\). The first two modes are 9.06 GHz apart.

Newton's iteration for the lowest mode, started 0.1 away, took steps of \(1.0\times10^{-1}\), \(1.8\times10^{-3}\), \(5.5\times10^{-7}\) and \(5\times10^{-14}\). The predicted error coefficient \(|F''/2F'|\) is 0.177, and \(0.177\times0.1^2=1.8\times10^{-3}\).

Simpler searches can fail here. Evenly spaced sampling of the contour gives −1 with 8 points and −4 with 24. Among the numbers tested (8 to 400 in steps of 4), 56 points still give a wrong count. Fifteen Newton starts spread evenly along \(gL=1\) find 13 of the 15 modes.

Two tests avoid \(F\). At fixed coupling the differential equations are linear in \(q\), so Chebyshev collocation turns them into a matrix eigenproblem. It has the same 15 eigenvalues in the region, within \(9\times10^{-12}\) in \(qL\). The second test solves the wave equation through all 41,290 periods of a layered grating with the same \(\kappa\). Its roots differ by at most \(3.9\times10^{-4}\) in \(qL\), about half of it because the layered cavity contains a spacer of finite length that the model treats as a pure phase step. With that length included in the coupled-mode model the largest difference is \(1.9\times10^{-4}\), which indicates the size of the coupled-mode approximation for this cavity.

### Reading the lowest threshold

For \(g\ll\kappa\) and \(e^{-\kappa L}\ll1\), the power balance explains the value 0.125. Let \(B_c\) be the backward amplitude at the centre, where \(|A|\approx|B|\). The intensity \(|A|^2+|B|^2\) falls as \(e^{-2\kappa|z-L/2|}\), so its integral is \(2|B_c|^2/\kappa\). Setting \(q=0\) in the left half gives

\[
B_c=B(0)\left[\cosh\tfrac{\kappa L}2-i\rho_1\sinh\tfrac{\kappa L}2\right],\qquad
|B_c|^2\approx\tfrac14e^{\kappa L}|1-i\rho_1|^2|B(0)|^2 .
\]

The power leaving on the left is therefore \(4e^{-\kappa L}T|B_c|^2\), with \(T=(1-|\rho_1|^2)/|1-i\rho_1|^2\). On the right \(T\) is replaced by 1. Balancing \(4g|B_c|^2/\kappa\) against the sum,

\[
gL\approx\kappa L\,e^{-\kappa L}(1+T).
\]

Here \(|1-i\rho_1|^2=1+0.053+2(0.231)\sin60^\circ=1.453\) and \(T=0.947/1.453=0.652\), so \(gL\approx4(0.0183)(1.652)=0.121\), 3% below the computed value. At this facet phase the reflection lowers the threshold; without it \(T=1\) and the estimate is 0.147. The same profile gives a peak-to-mean intensity of \(\kappa L=4\), against 4.02 computed.

### What erbium can supply

Take an ion density of \(1.5\times10^{20}\) cm\(^{-3}\), a mode overlap of 0.7 and a background loss of 0.1 dB/cm, or 0.023 cm\(^{-1}\). The lowest mode needs a power gain from erbium of \(2g+0.023=0.125+0.023=0.148\) cm\(^{-1}\), or 0.64 dB/cm. With emission and absorption cross-sections \(\sigma_e=4\times10^{-21}\) and \(\sigma_a=2.5\times10^{-21}\) cm\(^2\) at 1550 nm, the excited fraction \(x\) must satisfy

\[
0.7\times1.5\times10^{20}\,[\sigma_ex-\sigma_a(1-x)]=0.148 ,
\]

which gives \(x=0.60\).

At full inversion, the band-maximum cross-section of \(6\times10^{-21}\) cm\(^2\) gives \(gL=(0.630-0.023)\times2/2=0.607\). A certified count up to this ceiling, over ±22.5 nm with all other parameters held fixed, finds one mode. The next threshold, 0.620, is only 2% higher, and a peak cross-section about 2% larger would reach it. That mode lies near 1550 nm, however, where \(\sigma_e\) allows only \(gL=0.420-0.023=0.397\). Both ceilings assume uniform gain.

These parameters are rough typical values for such waveguides, and density, loss and cross-sections vary between films. The phase of a cleaved facet is not controlled: the lowest \(gL\) runs from 0.123 at 90° to 0.200 at 270°, where the required excited fraction is 0.71. At fixed facet phase, ions that stay unexcited change that fraction most among the neglected effects sized here: if 10% are quenched, the required excited fraction of the others rises from 0.60 to 0.67. An index difference of \(10^{-5}\) between the halves, roughly a 1 K temperature difference, raises the lowest \(gL\) by 0.2% if the left half has the higher index and by 1.3% if the right half has it. The second threshold is more sensitive: it moves from 0.620 to 0.585 in the first case, below the band-maximum ceiling of 0.607 but still above 0.397, and to 0.698 in the second. The model has not been tried near a difference of \(4.9\times10^{-5}\), where the wavenumber mismatch equals \(\kappa\). Net gain 20% higher in one half and 20% lower in the other changes the mean threshold by 0.1%. For a Lorentzian gain band 20 nm wide at half maximum, gain changes by at most about 3% over the region's half-width of 0.28 nm. The index change that accompanies gain can be sized with a Lorentzian line. It vanishes at line centre and is largest at half maximum, where a line with a peak power gain of 0.148 cm\(^{-1}\) shifts the wavelength by 0.8 pm. If the mode sits at half maximum and must have 0.148 cm\(^{-1}\) there, the peak and the shift are twice as large, about 1.7 pm. Erbium's band is not Lorentzian, so this is only a scale. Above threshold, the fourfold intensity peak would saturate the gain unevenly, which this linear calculation does not describe.

The remaining modes are listed in the numerical output.

## Calculated quantities

```
length 2.0 cm, kappa 2.0 /cm, kappa L 4.0, Bragg 1550.0 nm
index 1.6, group index 1.7, facet |rho1| 0.2308, phase 60 deg
grating index amplitude n1 9.868e-05
Er density 1.50e+20 /cm3, overlap 0.7, loss 0.1 dB/cm
cross-sections em 4.0e-21, abs 2.5e-21, band peak 6.0e-21 cm2
region: |delta L| < 25.0, 0 < gL < 3.0; half-width 0.2812 nm
zeros by certified winding 15, contour points 1175
winding evaluations in whole search 37
mode: delta L, gL, wavelength shift (pm), required Er gain (dB/cm)
  1  -23.14603   1.90212   260.304    8.361
  2  -19.81414   1.94429   222.833    8.544
  3  -17.10484   1.72203   192.364    7.579
  4  -13.72491   1.69288   154.353    7.452
  5  -11.31544   1.41009   127.255    6.224
  6   -7.86842   1.16782    88.490    5.172
  7   -6.29678   0.73113    70.815    3.275
  8    0.01221   0.12470    -0.137    0.642
  9    6.46602   0.62023   -72.718    2.794
 10    8.05259   1.03134   -90.561    4.579
 11   11.68288   1.23496  -131.388    5.463
 12   14.02827   1.51977  -157.764    6.700
 13   17.57190   1.57006  -197.617    6.919
 14   20.18471   1.78174  -227.001    7.838
 15   23.65628   1.78256  -266.043    7.842
Rouche disc radius 1e-09, smallest root separation 1.631 (units of qL)
largest |F''|/bound in samples 0.086
max difference from diagonalization 8.6e-12 (qL)
max difference from layered wave equation 3.9e-04 (qL), 41290 periods
Newton step sizes, lowest mode: 1.0e-01 1.8e-03 5.5e-07 5.2e-14
Newton error coefficient 0.1769; measured 0.1768
uncertified winding: 8 points give -1, 24 points give -4
largest tested point number with wrong count 56 (tested 8 to 400, step 4)
15 evenly spaced Newton starts at gL=1 find 13 of 15 modes
double zero: |kappa|L 4.60334, qL 2.8e-15 -1.00000000i
lowest gL 0.12470, next 0.62023
their frequency spacing 9.057 GHz
full-inversion ceiling gL 0.6070; modes below it 1
band searched +/- 22.5 nm with 97738 contour points
inversion needed 0.6011; with 10% quenched ions 0.6679
power balance gL 0.124701; peak/mean intensity 4.021
index step 1e-05 between halves (1.0 K): gL 0.12493
 and delta L 0.01020; index difference equal to kappa 4.93e-05
net gain +/-20% in the halves: mean gL 0.12457
gain change over region half-width, rough 1.41 %
gain-induced index shift at most about 0.831 pm
```
